Why vacancies and self-interstitials need not be equally numerous

A vacancy in an elemental crystal is made by taking an atom out of its site and putting it somewhere else. A self-interstitial is made by fetching an atom from somewhere and squeezing it between the sites. Each formation free energy therefore depends on what an atom is worth in that "somewhere". Let its free energy there be raised by μ. The vacancy, which delivers an atom, then costs μ more, and the interstitial, which takes one, costs μ less:

G_V → G_V + μ,  G_I → G_I − μ.

The sum G_F = G_V + G_I does not change. It is the free energy of a Frenkel pair, made by moving an atom from its site to a distant interstitial position, so that no outside place is involved.

This symmetry fixes what G_F can tell us. If defects are rare, their concentrations carry Boltzmann factors, and the shift changes them as

C_V → C_V/λ,  C_I → λC_I,  with λ = exp(μ/kT).

Suppose that G_F and the temperature fix some function f(C_V, C_I). It must keep its value for every positive λ. Measure concentrations in any fixed unit and choose λ equal to the number C_V. Then f(C_V, C_I) = f(1, C_V C_I), so f depends on the product alone. The Frenkel free energy can fix C_V C_I, but it cannot fix the ratio. A second condition must do that, and it depends on whether the crystal can exchange atoms with a surface.

**The belief and its appeal**

The belief to be examined is this: in a pure elemental crystal at equilibrium there are as many self-interstitials as vacancies, because every atom that leaves a site becomes an interstitial. Both concentrations would then equal the square root of their product.

The argument is sound for one reaction. Pair creation makes one defect of each kind, and recombination removes one of each. The surface also seems too small a part of a large crystal to matter. But equilibrium is reached by all reactions open to the crystal, not by one of them. An atom can leave a site next to the surface and settle on the surface, which leaves a vacancy and no interstitial. A surface atom can enter the crystal as an interstitial and leave no bulk vacancy.

Let N be the number of lattice sites, n_V the number of vacancies and n_I the number of interstitials. Counting atoms gives

N_atoms = N − n_V + n_I.

In a sealed interior N is fixed, so n_I − n_V is conserved. At a surface N can change. The best place for exchange is a kink, the end of an unfinished row of atoms on a surface step. In a crystal with one atom per primitive cell, adding an atom there extends the crystal by one site and leaves the same kink, so the surface energy is unchanged. In silicon, with two atoms per primitive cell, the kink may repeat only after two or more atoms. The free energy of an atom at a kink then means the average over one such repeat. Dislocations can do the same work by climbing, that is, by adding or removing atoms at the edge of an extra half-plane.

**Counting the arrangements**

From here on, G_V and G_I refer to an atom put at, or fetched from, a kink. They include vibrational entropy but not the entropy of choosing positions. Let there be a interstitial positions per lattice site. The defects do not interact, and a vacancy does not block nearby interstitial positions. Apart from a constant for the fixed number of atoms, the free energy is

G = n_V G_V + n_I G_I − kT ln W,

W = binom(N, n_V) binom(aN, n_I),

where binom(M, n) is the number of ways to choose n positions out of M. For large numbers Stirling's formula gives

ln binom(M, n) = M ln M − n ln n − (M − n) ln(M − n).

Two derivatives are needed. In each, the constants left by differentiating the logarithms cancel:

∂/∂n: −ln n + ln(M − n) = ln[(M − n)/n],

∂/∂M: ln M − ln(M − n) = −ln(1 − n/M).

Write c_V = n_V/N and c_I = n_I/N for the fractions per lattice site.

**The sealed interior**

With N fixed, the permitted change is dn_V = dn_I. At the minimum of G the cost of a pair balances its gain in entropy:

G_V + G_I = kT {ln[(1 − c_V)/c_V] + ln[(a − c_I)/c_I]}.

Dividing by −kT and taking the exponential gives

c_V c_I / [(1 − c_V)(a − c_I)] = exp(−G_F/kT).

When both fractions are small, the denominator is a. With N_s lattice sites per volume, C_V = N_s c_V and C_I = N_s c_I, so

C_V C_I = K,  K = a N_s² exp(−G_F/kT).

This is one equation for two unknowns. The other is the conserved difference Δ = C_I − C_V. Putting C_V = C_I − Δ into the product gives

C_I² − ΔC_I − K = 0.

The roots have the product −K, so one of them is positive:

C_I = [Δ + √(Δ² + 4K)]/2,

C_V = C_I − Δ = [−Δ + √(Δ² + 4K)]/2.

For Δ = 0 both equal √K. This is the case the belief describes: a sealed crystal with exactly as many atoms as sites. In the opposite limit, with a vacancy excess much larger than √K, the square root is close to |Δ|. Then C_V ≈ |Δ| and C_I ≈ K/|Δ|. Even without surfaces, pair creation does not remove an imbalance that is already present.

**The crystal with surfaces**

Now fix the number of atoms and let the number of sites follow:

N = N_atoms + n_V − n_I.

One more vacancy adds a site, and one more interstitial removes one. The two numbers can vary independently, so there are two conditions for a minimum. Both need the change of ln W with N at fixed defect numbers. The second binomial contains aN, which brings a factor a:

∂ln W/∂N = −ln(1 − c_V) − a ln(1 − c_I/a).

For vacancies this term enters with a plus sign:

G_V/kT = ln[(1 − c_V)/c_V] − ln(1 − c_V) − a ln(1 − c_I/a)
= −ln c_V − a ln(1 − c_I/a).

Hence

c_V = exp(−G_V/kT) (1 − c_I/a)^(−a).

For interstitials it enters with a minus sign:

G_I/kT = ln[(a − c_I)/c_I] + ln(1 − c_V) + a ln(1 − c_I/a),

so that

c_I/(a − c_I) = exp(−G_I/kT) (1 − c_V)(1 − c_I/a)^a.

Multiply the two results. The powers of (1 − c_I/a) cancel, and division by 1 − c_V returns the product law of the sealed crystal. Surfaces do not alter that law. They replace the conserved difference by a second equilibrium condition.

For rare defects the surface values, marked by a star, are

C_V* = N_s exp(−G_V/kT),

C_I* = a N_s exp(−G_I/kT).

They are equal if exp(−G_V/kT) = a exp(−G_I/kT), and nothing in the counting requires this. In full equilibrium both concentrations are therefore fixed. The statement that only the product is fixed refers to what follows from G_F alone.

**A number for the difference**

Take a model crystal with rough, round parameters in the regime of a silicon wafer at high temperature: N_s = 5×10²² cm⁻³ and a = 1. The formation enthalpy and entropy are 3.7 eV and 8k for the vacancy, and 4.1 eV and 10k for the interstitial. At 1400 K, kT = 0.1206 eV, so

G_V = 3.7 − 8 × 0.1206 = 2.735 eV,

G_I = 4.1 − 10 × 0.1206 = 2.894 eV.

The surface values become

C_V* = 5×10²² exp(−2.735/0.1206) = 7.1×10¹² cm⁻³,

C_I* = 5×10²² exp(−2.894/0.1206) = 1.9×10¹² cm⁻³.

There are 3.7 times as many vacancies as interstitials. The product is K = 1.37×10²⁵ cm⁻⁶, and its square root is 3.7×10¹² cm⁻³. The belief would thus give about half the vacancies and twice the interstitials of this model. That the ratio and the square root both begin with 3.7 is an accident of the parameters.

The model does have a temperature at which the two values agree. Setting G_V = G_I gives

kT = (4.1 − 3.7) eV/(10 − 8) = 0.2 eV,

or T = 2321 K. This is far above the melting point of silicon, roughly 1700 K, so the crossing has no use here beyond showing that equality is a coincidence.

The surface has little work to do. The excess of vacancies is 5.2×10¹² cm⁻³, or about one extra site in 10¹⁰. In a wafer 0.7 mm thick, this amounts to 5.23×10¹² × 0.07 ≈ 3.7×10¹¹ atoms per cm² of wafer. One atomic layer holds of the order of N_s^(2/3) ≈ 1.4×10¹⁵ atoms per cm². The smallness of the surface is therefore no obstacle. What matters is the time that defects need to reach it.

**An oxidizing surface**

The shift μ also has a practical meaning. Silicon that is being oxidized injects self-interstitials into the crystal. Near such a surface, atoms are supplied at a free energy above that of a kink, and if vacancies and interstitials recombine quickly,

C_I = C_I* exp(μ/kT),  C_V = C_V* exp(−μ/kT).

This is a local balance between the two defects, not full equilibrium of the wafer. Take an interstitial supersaturation C_I/C_I* = 3 at 1400 K as a rough example. Then μ = kT ln 3 = 0.13 eV, C_I = 5.8×10¹² cm⁻³ and C_V = 2.4×10¹² cm⁻³. The minority has become the majority, while the temperature, G_F and the product are the same as before.

**How long the surfaces need**

Let the concentrations differ slightly from their surface values, with C_I = C_I*(1 + x). If recombination keeps the product at K, then C_V = C_V*/(1 + x) ≈ C_V*(1 − x). The difference Δ therefore departs from its equilibrium value by (C_I* + C_V*)x.

Recombination cannot change Δ. Diffusion can, and the flux of interstitials minus that of vacancies is

J = −D_I ∇C_I + D_V ∇C_V = −(D_I C_I* + D_V C_V*) ∇x.

Conservation of Δ then gives (C_I* + C_V*) ∂x/∂t = −∇·J, or

∂x/∂t = D_eff ∇²x,

D_eff = (D_I C_I* + D_V C_V*)/(C_I* + C_V*).

In a slab of thickness L with x = 0 at both faces, the slowest profile is sin(πz/L). It decays with the time

τ = L²/(π² D_eff).

With the rough values D_I = 10⁻⁴ cm²/s and D_V = 10⁻⁵ cm²/s, the example has D_eff = 2.9×10⁻⁵ cm²/s. For L = 0.07 cm this gives

τ = 0.0049/(9.87 × 2.9×10⁻⁵) ≈ 17 s.

Fast recombination was assumed. If each encounter within a capture radius R = 0.5 nm succeeds, the rate constant is 4πR(D_I + D_V). A small equal excess of both defects then disappears at the rate

4πR(D_I + D_V)(C_I* + C_V*) ≈ 630 s⁻¹,

about 10⁴ times faster than 1/τ. A recombination barrier B would reduce this rate by exp(−B/kT). The two rates would become equal at B ≈ 1.1 eV, so the treatment needs a barrier well below that.

**Cooling before the surfaces can act**

Let the wafer start in equilibrium with its surfaces at 1400 K, without oxidation. It is cooled to 1200 K in 2 s and held there for 1 s. The middle has too little time to exchange its excess, but enough time for recombination. It should behave as a sealed interior with

Δ = 1.917×10¹² − 7.144×10¹² = −5.227×10¹² cm⁻³.

At 1200 K the same enthalpies and entropies give K = 2.86×10²⁰ cm⁻⁶, so √K = 1.7×10¹⁰ cm⁻³. Since |Δ| is far larger,

C_V ≈ 5.2×10¹² cm⁻³,

C_I ≈ 2.86×10²⁰/5.23×10¹² = 5.5×10⁷ cm⁻³.

The vacancies outnumber the interstitials by about 10⁵, although G_F still fixes their product. In equilibrium with the surfaces at 1200 K the values would be 4.3×10¹⁰ and 6.6×10⁹ cm⁻³. The interior thus holds 121 times too many vacancies and 121 times too few interstitials. The two factors agree because both pairs of values have the same product.

Some vacancies do escape near the faces. To size this loss, the diffusion and recombination equations were solved numerically, with finite differences across the slab and an implicit integration in time. The faces were held at their own equilibrium at each temperature, and the diffusivities were kept at the values above. The middle of the slab shows the sealed concentrations to the digits given here. This holds without a recombination barrier, and a barrier of 0.3 eV makes no visible difference. With 0.5 eV, however, about six times too many interstitials remain in the middle, and with 0.8 eV the product is still about 10⁴ times larger than K. Fast cooling thus needs a lower barrier than the slow relaxation at 1400 K. Without a barrier, the average vacancy concentration is 4.3×10¹² cm⁻³, which is 82% of the sealed value. With both diffusivities three times larger it would be 69%, and the middle would depart from the sealed values by 2%. Diffusion normally slows on cooling, so constant diffusivities overstate the loss: with rough migration energies of 0.9 eV for the interstitial and 0.4 eV for the vacancy, the average rises to 85%. They also overstate recombination, whose rate constant is proportional to D_I + D_V. With the same migration energies, a barrier of 0.5 eV leaves about 270 times too many interstitials in the middle instead of six.

**What a real wafer adds**

The site density and thickness are typical of silicon wafers. The cooling rate, 100 K/s, belongs to rapid annealing and is far from that of an ordinary batch furnace, where the surfaces have more time to act. The defect parameters are much less certain, because concentrations this small are mostly inferred from indirect evidence. An error of 0.1 eV in one formation free energy changes its concentration by a factor of 2.3 at 1400 K. The ratio of 3.7 rests on a difference of just 0.16 eV. The example therefore shows that the concentrations can differ, but it does not establish which defect is the more common in silicon at 1400 K.

Dissolved oxygen changes the count of vacancies. An oxygen atom on a bond has two neighbouring lattice sites, and a vacancy on either is favoured by a binding energy E_b. While few oxygen atoms hold a vacancy,

C_trapped/C_V = 2(C_O/N_s) exp(E_b/kT).

For C_O = 10¹⁸ cm⁻³, a usual order of magnitude in crystals pulled from a silica crucible, and a rough E_b = 1 eV, the ratio is 0.16 at 1400 K and 0.63 at 1200 K. In equilibrium with surfaces the free vacancies keep the value C_V*, and the trapped ones come in addition. In the sealed interior, the conserved quantity must include them. If trapping stays in equilibrium during cooling, the free vacancies at 1200 K follow from

1.63 C_V − C_I = 1.16 × 7.14×10¹² − 1.92×10¹² cm⁻³.

With C_I negligible on the left, C_V = 3.9×10¹² cm⁻³, a quarter less than without oxygen. This reduction depends strongly on the binding energy: it would be about 5% for E_b = 0.8 eV and about 70% for 1.3 eV. The product of the free concentrations is still K.

Heavy doping breaks another assumption, since defects can carry charge. The free energies used here are effective values at a fixed Fermi level. Take 10²⁰ cm⁻³ ionized donors and a rough intrinsic carrier density n_i = 10¹⁹ cm⁻³ at 1400 K. With Boltzmann statistics, charge neutrality reads 2n_i sinh(u) = 10²⁰ cm⁻³, where u is the rise of the Fermi level in units of kT. This gives u = 2.3, or 0.28 eV (Fermi–Dirac statistics raise this to about 2.4, or 0.29 eV), and singly negative defects become roughly ten times more numerous at a fixed concentration of neutral ones. The product law still holds for the neutral defects. For the total concentrations, K now depends on the doping.

The direct effect of stress is smaller. A stress of 100 MPa acting on one atomic volume gives 0.0125 eV, which changes a concentration by about 11%. But a shear stress of this size can deform silicon plastically at 1400 K. Moving dislocations would then act as sources and sinks inside the wafer, and the interior would no longer be sealed.

The cooled interior is also not stable. Its vacancy supersaturation of 121 corresponds to a free energy of kT ln 121 = 0.50 eV per vacancy, which favours gathering vacancies into voids. But a void must also pay for its surface. With a rough surface energy of 1 J/m², a spherical void has a net gain only above about 90 vacancies. The barrier on the way there peaks at about 27 vacancies, beyond which the void tends to grow, and is about 6.6 eV, or 64 kT. With this value the interior can persist for a long time unless something helps voids to start. The barrier scales as the cube of the surface energy, however: it is 39 kT for 0.85 J/m² and 22 kT for 0.7 J/m², so the estimate does not settle whether voids form. Voids are left out of the model. Where they form, they act as internal surfaces: they take up vacancies without consuming interstitials, and the difference C_I − C_V is no longer conserved.

Numerical values quoted here were computed with a short program.
